# The Simplified Tamm-Dancoff Scheme: Monopole Kernel, Configuration Selection, Cost and Error

When a molecule absorbs light, an electron leaves an occupied orbital and the hole it leaves behind attracts it. For butadiene this attraction is several electronvolts, comparable with the excitation energy itself, so Hartree-Fock orbital energy differences alone do not give a spectrum. A calculation with exact two-electron integrals includes the attraction explicitly but becomes expensive when many states of a large molecule are wanted. Grimme's simplified Tamm-Dancoff scheme (sTDA) replaces the integrals by interactions between atomic charges and discards most configurations. Two errors then arise, one from the model interaction and one from the selection, and they have to be measured separately.

## The matrix being approximated

Take a closed-shell reference determinant \(|0\rangle\) with real orbitals. Indices \(i,j\) denote occupied and \(a,b\) virtual orbitals. Atomic units are used in the algebra, and \((pq|rs)\) is the Coulomb interaction between the products \(\psi_p\psi_q\) and \(\psi_r\psi_s\).

Begin with Hartree-Fock spin orbitals and \(\Phi_i^a=c_a^\dagger c_i|0\rangle\). Let \(\langle pq||rs\rangle=(pr|qs)-(ps|qr)\), with spin integration included. If \(i\ne j\) and \(a\ne b\), the determinants \(\Phi_i^a\) and \(\Phi_j^b\) differ in two spin orbitals, and the Hamiltonian element is \(\langle aj||ib\rangle\). If \(i=j\) and \(a\neq b\), they differ in one, and the element is

\[
h_{ab}+\sum_{k\ne i}\langle ak||bk\rangle=F_{ab}-\langle ai||bi\rangle=F_{ab}+\langle ai||ib\rangle .
\]

The case \(a=b\), \(i\ne j\) gives \(-F_{ji}+\langle aj||ia\rangle\) in the same way. The diagonal element relative to the reference energy is \(\varepsilon_a-\varepsilon_i+\langle ai||ia\rangle\). Since \(F\) is diagonal, all cases combine, for spins \(\sigma,\tau\), into

\[
\delta_{ij}\delta_{ab}\delta_{\sigma\tau}(\varepsilon_a-\varepsilon_i)+(ia|jb)-\delta_{\sigma\tau}(ij|ab).
\]

The singlet configuration is the sum of the spin-up and spin-down excitations divided by \(\sqrt2\). The first integral then occurs four times with weight \(1/2\), the second twice. For the triplet, with a minus sign between the two excitations, the first integral cancels. With \(s=2\) for singlets and \(s=0\) for triplets,

\[
A^{\rm CIS}_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+s(ia|jb)-(ij|ab).
\]

For a hybrid functional the interaction is the second derivative of the energy with respect to the density matrix. The Coulomb part is unchanged, the exchange part is multiplied by the Fock exchange fraction \(a_x\), and an exchange-correlation kernel term is added. In a static Bethe-Salpeter equation the attraction is instead \(-(ij|W|ab)\), with a screened interaction \(W\). The sTDA resembles this form, but its \(W\) is a fixed function of distance, element and \(a_x\). It does not respond to the molecule's actual polarizability or to its surroundings.

## From integrals to atomic monopoles

Let \(S\) be the overlap matrix of the atomic basis and \(C\) the orbital coefficients. The Löwdin functions \(\lambda_\mu=\sum_\nu\chi_\nu(S^{-1/2})_{\nu\mu}\) are orthonormal, and in them the coefficients are \(C'=S^{1/2}C\). Zero differential overlap replaces \(\lambda_\mu\lambda_\nu\) by \(\delta_{\mu\nu}\lambda_\mu^2\) inside the integrals:

\[
(pq|rs)\approx\sum_{\mu\nu}C'_{\mu p}C'_{\mu q}\,(\mu\mu|\nu\nu)\,C'_{\nu r}C'_{\nu s}.
\]

If \((\mu\mu|\nu\nu)\) is further taken to depend only on the atoms \(A\ni\mu\) and \(B\ni\nu\), the sums within each atom can be done first:

\[
(pq|rs)\approx\sum_{AB}q^A_{pq}\gamma_{AB}q^B_{rs},\qquad
q^A_{pq}=\sum_{\mu\in A}C'_{\mu p}C'_{\mu q}.
\]

Because \(C'^TC'=C^TSC=1\), the monopoles obey \(\sum_Aq^A_{pq}=\delta_{pq}\). A transition between different orbitals therefore carries no net charge. The sTDA matrix uses two interactions and drops the explicit kernel term:

\[
A_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)
+s\sum_{AB}q^A_{ia}\gamma^K_{AB}q^B_{jb}
-\sum_{AB}q^A_{ij}\gamma^J_{AB}q^B_{ab}.
\]

This is a parametrized model. No small parameter turns it into the full matrix.

## The damped interactions

Let \(\eta\) be the mean of the hardness parameters of the two atoms, where hardness is the full second derivative of atomic energy with respect to electron number. The Mataga-Nishimoto-Ohno-Klopman forms are

\[
\gamma^K=(R^\alpha+\eta^{-\alpha})^{-1/\alpha},\qquad
\gamma^J=\bigl(R^\beta+(a_x\eta)^{-\beta}\bigr)^{-1/\beta},
\]

with \(\alpha=1.42+0.48a_x\) and \(\beta=0.20+1.83a_x\). These constants and the hardnesses are the method's published parameters. At \(R=0\) the interactions equal \(\eta\) and \(a_x\eta\). At large distance, set \(x=(a_x\eta R)^{-\beta}\). Then

\[
R\gamma^J=(1+x)^{-1/\beta}=1-\frac{x}{\beta}+O(x^2).
\]

Both interactions approach \(1/R\), but for small \(a_x\) the approach of \(\gamma^J\) is slow. For two carbon atoms and \(a_x=0.25\), where \(\beta=0.6575\), \(R\gamma^J\) is 0.473 at 10 Å and 0.739 at 50 Å. The latter value corresponds to \(x=0.739^{-0.6575}-1\approx0.220\), for which the leading formula gives \(1-0.220/0.6575\approx0.665\). Even at 50 Å the leading correction is therefore only a rough guide. For \(a_x=1\) the product is already 0.993 at 10 Å.

This matters for charge transfer. If hole and electron sit on distant fragments, the diagonal element tends to \(\varepsilon_a-\varepsilon_i-1/R\), whereas a global hybrid supplies only \(-a_x/R\). The distance dependence is eventually right, but the limiting energy is still the orbital gap of the functional, and any error in that gap remains.

The other term, \(\gamma^K\), couples neutral transition charges. For two molecules separated by a vector \(\mathbf D\), expand \(\gamma^K(|\mathbf D+\mathbf r_B-\mathbf r_A|)\) in the atomic positions. Suppose first that all atoms carrying transition charge have the same hardness, as in a π→π* transition of a polyene whose hydrogen atoms have only s functions. Terms that depend on the positions in at most one molecule then vanish by neutrality. The first survivor is the mixed second-order term,

\[
V=-\sum_{xy}\mu_x\mu'_y\,\partial_x\partial_y\gamma^K(D)
\longrightarrow\frac{\boldsymbol\mu\cdot\boldsymbol\mu'-3(\boldsymbol\mu\cdot\hat{\mathbf D})(\boldsymbol\mu'\cdot\hat{\mathbf D})}{D^3},
\]

where \(\boldsymbol\mu=\sum_Aq^A\mathbf r_A\). With different hardnesses this law can fail. At large distance \(\gamma^K=1/D-\eta^{-\alpha}/(\alpha D^{1+\alpha})+\dots\), so the zeroth-order sum over charges leaves

\[
-\frac{1}{\alpha D^{1+\alpha}}\sum_{AB}q^A q'^{B}\,\eta_{AB}^{-\alpha},
\]

which neutrality does not cancel in general. Since \(1+\alpha<3\), this spurious term falls more slowly than the dipole coupling. Its coefficient can be small. Take two stacked formaldehyde π→π* transitions, with Hartree-Fock monopoles in 6-31G and the exponent for \(a_x=0.25\). The coupling is 0.80 of the dipole law at 10 Å and 0.57 at 100 Å, and it changes sign between 100 and 1000 Å. With equal hardnesses it would be 0.93 and 1.00 at the first two distances. For equal hardnesses the distance law is correct, but the dipole is that of the monopoles. For the HOMO-LUMO transition of butadiene with PBE0 orbitals it is 1.079 e·Å, against 1.129 e·Å from exact dipole integrals. For two parallel molecules stacked face to face, where \(V=|\boldsymbol\mu|^2/D^3\), the distant coupling of these transitions is thus \((1.079/1.129)^2\approx0.91\) of its proper value (0.89 with 6-31G*). This limit is reached only near 50 Å. Compared with exact intermolecular integrals, the ratio is 0.88 at 20 Å, 0.82 at 10 Å and 0.63 at 4 Å.

## A splitting the monopoles cannot produce

For a planar molecule, reflection in the molecular plane maps every atom to itself. Each basis function can be chosen even or odd under it. Since \(S\) commutes with the reflection, so does \(S^{1/2}\), and the Löwdin functions keep these parities. A σ orbital has coefficients on even functions and a π orbital on odd ones. Each product \(C'_{\mu i}C'_{\mu a}\) in a σ-π transition monopole is therefore zero.

All \(\gamma^K\) elements involving such a configuration vanish. Singlet and triplet matrices coincide in this block, and their energies are equal. The exact integral \((ia|ia)\) is the self-repulsion of a nonzero transition density and is positive. What has been lost includes products of different orbitals on the same atom, which zero differential overlap deletes.

The n→π* state of formaldehyde shows the consequence. CIS in the 6-31G basis separates singlet and triplet by 0.815 eV; the sTDA with the same orbitals gives zero. With 6-31G*, cc-pVDZ and 6-31+G* the CIS splitting lies between 0.78 and 0.85 eV, and the sTDA value remains zero. Adjusting \(\gamma^K\) cannot repair this, because it multiplies zero charges.

## Selecting configurations

Write \(u,v\) for configurations \(ia\). The primary set \(P\) contains those with \(A_{uu}\le E_{\rm thr}\). For every other configuration calculate

\[
T_v=\sum_{u\in P}\frac{A_{uv}^2}{A_{vv}-A_{uu}} .
\]

The denominators are positive by construction. If \(T_v>t_p\), \(v\) joins the secondary set \(S\); otherwise it belongs to the discarded set \(N\). Let \(M=P\cup S\). The eigenvalue equation in blocks is

\[
A_{MM}c_M+A_{MN}c_N=Ec_M,\qquad A_{NM}c_M+A_{NN}c_N=Ec_N .
\]

Solving the second for \(c_N=(E-A_{NN})^{-1}A_{NM}c_M\) and inserting it in the first gives a matrix of the size of \(M\),

\[
A_{\rm eff}(E)=A_{MM}+A_{MN}(E-A_{NN})^{-1}A_{NM}.
\]

This is exact when \(E\) is not an eigenvalue of \(A_{NN}\) and the state has a component in \(M\). The practical scheme makes three approximations: it keeps only the diagonal of \(A_{NN}\), replaces \(E\) by \(A_{uu}\), and retains only diagonal corrections to primary configurations. The result is

\[
A_{uu}\to A_{uu}-d_u,\qquad
d_u=\sum_{v\in N}\frac{A_{uv}^2}{A_{vv}-A_{uu}}\quad(u\in P).
\]

Without the shifts \(d_u\), truncation gives upper bounds to the full sTDA energies. The \(k\)-th eigenvalue is the minimum, over \(k\)-dimensional subspaces, of the largest expectation value in the subspace. Restricting the subspaces to \(M\) can only raise that minimum. The shifts remove this bound. They do lower each ordered eigenvalue by no more than the largest \(d_u\), since no expectation value falls by more than that.

One of the three approximations, the replacement of \(E\) by \(A_{uu}\), favours overcorrection of the lowest state. The energy of that state cannot exceed any diagonal element, so \(A_{vv}-E\ge A_{vv}-A_{uu}\), and using \(A_{uu}\) makes each retained diagonal correction too large or leaves it unchanged. The neglected off-diagonal terms can act in either direction and can be the larger effect, so this inequality alone determines neither the sign nor the size of the total error.

## The algorithm and its cost

Let \(N_{\rm at}\) be the number of atoms, \(N_{\rm all}=N_{\rm occ}N_{\rm vir}\) the number of configurations, and \(N_P\), \(N_M\) the sizes of \(P\) and \(M\).

1. Form \(C'=S^{1/2}C\) and the monopoles. For \(N\) basis functions this takes \(O(N^3)\) work.
2. Form \(\gamma^Kq_{ia}\) and \(\gamma^Jq_{ab}\) once, in \(O(N_{\rm at}^2N_{\rm all})\) and \(O(N_{\rm at}^2N_{\rm vir}^2)\) operations.
3. Compute all diagonal elements, in \(O(N_{\rm at}N_{\rm all})\), and identify \(P\).
4. Compute the couplings of \(P\) to the remaining configurations, in \(O(N_{\rm at}N_PN_{\rm all})\). Sort these configurations into \(S\) and \(N\), and accumulate \(d_u\).
5. Build the matrix on \(M\), in \(O(N_{\rm at}N_M^2)\), and diagonalize it, in \(O(N_M^3)\).
6. Obtain intensities from exact dipole integrals.

In the last step the singlet transition dipole is \(\sqrt2\sum_{ia}X_{ia}\langle i|\mathbf r|a\rangle\) for a normalized eigenvector \(X\). Inserting it in \(f=\frac23\omega|\mathbf D|^2\), where \(\mathbf D\) now denotes the transition dipole, gives

\[
f=\frac43\,\omega\Bigl|\sum_{ia}X_{ia}\langle i|\mathbf r|a\rangle\Bigr|^2 .
\]

Triplets need their own selection because their matrix elements differ. The optional preliminary window in orbital energy is omitted here, so all orbitals enter.

The formal exponent is not necessarily low. If a fixed energy window comes to contain a number of configurations proportional to \(N^2\), step 4 scales as \(N\cdot N^2\cdot N^2=N^5\), and the full diagonalization in step 5 as \((N^2)^3=N^6\). The saving comes from short sums over atoms, the absence of four-index integrals after the ground-state calculation, and the smaller matrix.

## Butadiene: separating the two errors

The examples use idealized planar geometries and the 6-31G basis. The references are CIS with Hartree-Fock orbitals and TDA with PBE0. They omit explicit double excitations, and the basis lacks polarization and diffuse functions, so the comparison measures agreement with these levels of theory, not with experiment. States are paired by the squared overlap of their eigenvectors, which is meaningful because model and reference share the same orbitals.

For the first singlet of butadiene, PBE0/TDA gives 6.825 eV and the full sTDA matrix 6.705 eV. The squared overlap is 0.98, and the oscillator strengths are 1.036 and 1.050. The model error is

\[
6.705-6.825=-0.120\ {\rm eV}.
\]

Now select with \(E_{\rm thr}=10\) eV and \(t_p=2.72\times10^{-3}\) eV. Of 495 configurations, 9 are primary and 110 secondary. Relative to the full sTDA result, plain truncation errs by \(+0.028\) eV and the shifted matrix by \(-0.024\) eV. The perturbative correction therefore overshoots and gains little accuracy at this threshold. The three approximations can be applied in turn. Keeping only the diagonal of \(A_{NN}\) gives an error of \(-0.0005\) eV, restricting the correction to diagonal elements of \(P\) brings it to \(-0.022\) eV, and replacing \(E\) by \(A_{uu}\) adds only \(-0.002\) eV more. It lowers the state by \(0.0282+0.0240=0.0522\) eV, within the bound set by the largest diagonal shift, 0.0552 eV. The total error relative to PBE0/TDA is

\[
-0.120-0.024=-0.144\ {\rm eV},
\]

that is, an excitation energy of about 6.68 eV. Most of the deviation comes from the interaction model. These values depend on the basis. With 6-31G*, PBE0/TDA gives 6.723 eV and the full sTDA matrix 6.651 eV, so the model error shrinks to \(-0.072\) eV, while the selection error at the same thresholds is \(-0.031\) eV.

A threshold ten times larger leaves 21 secondary configurations and gives errors of \(+0.228\) eV without and \(-0.155\) eV with the shifts. A threshold ten times smaller keeps 215 and reduces them to \(+0.0023\) and \(-0.0007\) eV. Tightening \(t_p\) further would refine agreement with the full sTDA matrix while leaving the \(-0.120\) eV untouched.

The selected calculation evaluates \(9\times486+119^2=18\,535\) coupling and block elements, about 7.6% of \(495^2\). The cubic diagonalization estimate falls by \((495/119)^3\approx72\). In one timing after the ground-state calculation, sTDA took 0.0114 s and the iterative PBE0/TDA solution for five roots 14.53 s. The ratio of about 1300 belongs to this machine and these two implementations; it is not a scaling law.

With Hartree-Fock orbitals, going from butadiene to hexatriene raises the number of configurations from 495 to 1056, while \(N_M\) grows from 104 to 165 and \(N_P\) from 6 to 7. Two short chains do not establish an asymptotic exponent, and the small change in \(N_P\) does not exclude the quadratic growth considered above.

## Cancellation in the model error

Over the lowest three reference singlets of formaldehyde, ethylene and butadiene, the mean absolute deviation is 0.12 eV from PBE0/TDA and 0.48 eV from CIS (0.45 eV with 6-31G*). The parameters were made for hybrid functionals, so \(a_x=1\) is a stress test; this is a plausible reason for the difference, though the comparison does not prove it. An eigenvector can be good while its energy is poor. The third CIS singlet of ethylene has a squared overlap of 0.99 with its partner, yet the sTDA energy is 8.688 eV instead of 9.977 eV.

Exchanging one interaction at a time in the CIS matrix shows how errors combine. For the bright butadiene state the exact integrals give 6.901 eV. Replacing only the attraction by its model gives 7.718 eV, because the model attraction is too weak. Replacing only the repulsive \(K\) term gives 5.536 eV, because the model repulsion is also too weak. Replacing both gives 6.812 eV. Individual errors of \(+0.817\) and \(-1.365\) eV thus become \(-0.089\) eV together. They do not simply add, since their sum would be \(-0.548\) eV. With 6-31G* the individual errors are \(+0.842\) and \(-1.377\) eV and the combined error is \(-0.015\) eV, so the remainder is sensitive to the basis.

The HOMO-LUMO diagonal element explains part of this. The model changes \(K\) from 2.068 to 1.367 eV and \(J\) from 8.304 to 7.373 eV. The element \(2K-J\) therefore changes by

\[
2(1.367-2.068)-(7.373-8.304)=-0.471\ {\rm eV}.
\]

The state changes by only \(-0.089\) eV, so mixing with other configurations lowers it by 0.382 eV less in the model than in CIS.

Formaldehyde's n→π* singlet behaves differently. The missing \(K\) of 0.364 eV and the reduction of \(J\) from 11.373 to 10.623 eV change the diagonal by \(-0.728+0.750=+0.022\) eV, an almost complete cancellation. The state is nevertheless 0.363 eV too high, again because the model mixing lowers it less. The picture is similar with 6-31G* and cc-pVDZ, where the diagonal changes by \(-0.017\) and \(+0.025\) eV and the state errors are \(+0.35\) and \(+0.45\) eV. It fails with diffuse functions: in 6-31+G* the leading configuration carries only 55% of the weight, and the model state of largest overlap lies about 0.6 eV too low. For the triplet, \(K\) is absent from the exact matrix as well, so this diagonal cancellation is unavailable. A good singlet energy is therefore no evidence that the separate interactions, or the triplet energy, are good. The remaining state-by-state values are in the numerical output.

## Table of computed values

```
hardness (eV): H 12.860, C 11.482, O 15.971
ax 0.25: alpha 1.5400, beta 0.6575 (dimensionless)
ax 1.00: alpha 1.9000, beta 2.0300 (dimensionless)
C-C at 2 angstrom, R*gammaJ: ax 0.25 0.205, ax 1 0.851
C-C at 5 angstrom, R*gammaJ: ax 0.25 0.348, ax 1 0.972
C-C at 10 angstrom, R*gammaJ: ax 0.25 0.473, ax 1 0.993
C-C at 50 angstrom, R*gammaJ: ax 0.25 0.739, ax 1 1.000
CH2O CIS S1: ref 4.278, sTDA 4.641 eV; overlap 0.99; f 0.000/0.000
CH2O CIS S2: ref 9.325, sTDA 9.698 eV; overlap 0.97; f 0.003/0.008
CH2O CIS S3: ref 10.239, sTDA 10.029 eV; overlap 0.96; f 0.248/0.269
CH2O PBE0 S1: ref 3.890, sTDA 3.940 eV; overlap 1.00; f 0.000/0.000
CH2O PBE0 S2: ref 9.065, sTDA 8.702 eV; overlap 0.99; f 0.004/0.010
CH2O PBE0 S3: ref 9.322, sTDA 9.220 eV; overlap 0.99; f 0.203/0.196
C2H4 CIS S1: ref 8.632, sTDA 8.184 eV; overlap 0.97; f 0.651/0.594
C2H4 CIS S2: ref 9.551, sTDA 9.862 eV; overlap 0.94; f 0.000/0.000
C2H4 CIS S3: ref 9.977, sTDA 8.688 eV; overlap 0.99; f 0.000/0.003
C2H4 PBE0 S1: ref 8.547, sTDA 8.647 eV; overlap 0.99; f 0.000/0.000
C2H4 PBE0 S2: ref 9.194, sTDA 9.140 eV; overlap 0.97; f 0.600/0.613
C2H4 PBE0 S3: ref 9.430, sTDA 9.167 eV; overlap 0.99; f 0.000/0.004
C4H6 CIS S1: ref 6.901, sTDA 6.812 eV; overlap 0.98; f 1.200/1.204
C4H6 CIS S2: ref 8.986, sTDA 9.636 eV; overlap 0.75; f 0.001/0.002
C4H6 CIS S3: ref 9.159, sTDA 8.585 eV; overlap 0.68; f 0.000/0.000
C4H6 PBE0 S1: ref 6.825, sTDA 6.705 eV; overlap 0.98; f 1.036/1.050
C4H6 PBE0 S2: ref 7.428, sTDA 7.430 eV; overlap 1.00; f 0.000/0.000
C4H6 PBE0 S3: ref 7.678, sTDA 7.735 eV; overlap 0.99; f 0.000/0.000
CIS: mean error -0.102, mean |error| 0.478 eV, 9 states with overlap > 0.5
PBE0: mean error -0.077, mean |error| 0.124 eV, 9 states with overlap > 0.5
CH2O HOMO-LUMO, exact/model: K 0.364/0.000, J 11.373/10.623 eV
CH2O state (eV): exact 4.278, model J 5.370, model K 3.464, both 4.641
C4H6 HOMO-LUMO, exact/model: K 2.068/1.367, J 8.304/7.373 eV
C4H6 state (eV): exact 6.901, model J 7.718, model K 5.536, both 6.812
CH2O n-pi* singlet-triplet gap: CIS 0.815, sTDA 0.000 eV
C4H6 PBE0 HOMO-LUMO dipole: monopoles 1.079, exact 1.129 e*angstrom
C4H6 PBE0 selection: threshold 10.0 eV, 495 configurations, full sTDA 6.7049 eV
t_p 2.72e-02 eV: P 9, S 21; error bare 0.2281, shifted -0.1547 eV
t_p 2.72e-03 eV: P 9, S 110; error bare 0.0282, shifted -0.0240 eV
t_p 2.72e-04 eV: P 9, S 215; error bare 0.0023, shifted -0.0007 eV
t_p 2.72e-05 eV: P 9, S 298; error bare 0.0003, shifted -0.0001 eV
largest diagonal shift at t_p 2.72e-03 eV: 0.0552 eV
C4H6 PBE0 time after SCF: sTDA 0.0114 s (all selected roots), TDA 14.53 s (5 roots)
C4H6 storage: monopoles 0.184 MB, full matrix 1.96 MB
C4H6 HF: AO 48, all 495, P 6, P+S 104, elements 5.6 %, error -0.0024 eV
C6H8 HF: AO 70, all 1056, P 7, P+S 165, elements 3.1 %, error 0.0106 eV
growth exponents in AO number, C4 to C6: all 2.01, P 0.41, P+S 1.22
```
